# Casimir free path of a wide diffuse fin, derived two ways

## What fails without a width

Take a fin 10 nm thick and 100 nm wide in which phonons scatter at the walls and nowhere else. Its conductivity along the axis requires a free path. The thickness suggests 10 nm, but the phonons that travel nearly parallel to the wide faces go much farther. Treating the fin as an infinite film does not help. A phonon whose direction, projected on the cross-section, makes an angle $\phi$ with the wide faces crosses a projected distance $t/\sin\phi$ between them. The sum over angles then contains $\int d\phi/\phi$, which diverges at small $\phi$, so the film has no finite free path at all.

The finite width removes the divergence and leaves a logarithm. For thickness $t$ and width $w\gg t$,

$$\Lambda=\frac{3t}{4}\left[\ln\frac{w}{t}+\ln2+\frac12+\frac{t}{3w}-\frac{t^2}{24w^2}+\dots\right]. \tag{1}$$

To leading order the path is three quarters of the thickness times $\ln(w/t)$. The constant $\ln2+\tfrac12=1.193$ is not small beside the logarithm at practical widths: for the fin above, the leading term gives 17.3 nm and the full result 26.5 nm.

**Model.** The fin is straight and infinitely long, with axis $z$ and cross-sectional area $A=wt$. Phonons are classical particles with one speed $v$ and isotropic directions. All four walls are perfectly diffuse: departing phonons follow the cosine law, whatever their direction of arrival. With $C$ the heat capacity per volume, the Casimir free path $\Lambda$ is defined by

$$\kappa=\tfrac13Cv\Lambda. \tag{2}$$

The angle $\theta$ is measured from the axis, and $\phi$ lies in the cross-section, measured from the width direction.

## First derivation: heat flow in a gradient

### From the walls to a geometric average

Let the wall temperature be $T(z)=T_0+T'z$, with a small gradient $T'$. A phonon at $\mathbf r$ moving in direction $\Omega$ left the wall a distance $s(\mathbf r,\Omega)$ back, at axial position $z-s\cos\theta$. It carries the temperature of that place.

The linear profile must be consistent with the wall's energy balance. Phonons reaching a wall point from $\theta$ and from $\pi-\theta$ have equal flight lengths and equal weights, but opposite axial offsets. Their average temperature is therefore the local $T(z)$, the wall absorbs no net energy, and the profile is steady.

The energy density per solid angle is $(C/4\pi)\,T(z-s\cos\theta)$, up to a constant. Multiplying by the axial velocity $v\cos\theta$ and averaging over the section gives the heat flux

$$q=\frac{Cv}{4\pi A}\int dA\int d\Omega\,\cos\theta\,\left[T(z)-s\cos\theta\,T'\right].$$

The first term vanishes because $\cos\theta$ is odd under reflection in $z$. Comparing the second with $q=-\kappa T'$ and using (2),

$$\Lambda=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\;s. \tag{3}$$

Let $\rho$ be the projection of $s$ on the cross-section, so that $s=\rho/\sin\theta$. Since $d\Omega=\sin\theta\,d\theta\,d\phi$, the sines cancel and the polar integral is $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. Hence

$$\Lambda=\frac38\int_0^{2\pi}g(\phi)\,d\phi,\qquad g(\phi)=\frac1A\int\rho\,dA. \tag{4}$$

### Chords of the rectangle

By symmetry one quadrant suffices. Write $S=\sin\phi$ and $K=\cos\phi$, and fill the rectangle with parallel chords in direction $\phi$. Along a chord of length $\ell$, $\rho$ runs from 0 to $\ell$, so the chord contributes $\int_0^\ell\rho\,d\rho=\ell^2/2$.

Suppose first that $\tan\phi>t/w$. Chords joining the two wide faces have length $t/S$. Such a chord moves sideways by $tK/S$, so its starting point has a range $w-tK/S$ on the lower face. Seen perpendicular to the chords, this range has breadth $S(w-tK/S)=wS-tK$. At each of two opposite corners there is also a strip of breadth $tK$ in which the chord length rises linearly from 0 to $t/S$. The areas add up correctly:

$$\frac tS(wS-tK)+2\cdot\frac12\,tK\,\frac tS=wt.$$

The mean of the square of a linear ramp is one third of its maximum squared, so

$$g=\frac1{wt}\,\frac{t^2}{2S^2}\left[(wS-tK)+\frac{2tK}{3}\right]=\frac{t}{2S}-\frac{t^2K}{6wS^2}. \tag{5}$$

For $\tan\phi<t/w$ the long chords join the narrow faces. The result follows by exchanging $t$ with $w$ and $S$ with $K$:

$$g=\frac{w}{2K}-\frac{w^2S}{6tK^2}. \tag{6}$$

### The angular integral

The two ranges meet at $\phi_c=\arctan(t/w)$. With the diagonal $d=\sqrt{w^2+t^2}$, $\sin\phi_c=t/d$ and $\cos\phi_c=w/d$. The integrals needed for (5) are

$$\int_{\phi_c}^{\pi/2}\frac{d\phi}{S}=\ln\frac{1+\cos\phi_c}{\sin\phi_c}=\ln\frac{d+w}{t}=\operatorname{asinh}\frac wt,$$

$$\int_{\phi_c}^{\pi/2}\frac{K}{S^2}\,d\phi=\frac1{\sin\phi_c}-1=\frac{d-t}{t}.$$

The upper range therefore gives

$$\int_{\phi_c}^{\pi/2}g\,d\phi=\frac t2\operatorname{asinh}\frac wt-\frac{t(d-t)}{6w}. \tag{7}$$

Exchanging $w$ and $t$ gives the lower range. The algebraic parts combine as

$$-\frac{t(d-t)}{6w}-\frac{w(d-w)}{6t}=\frac{t^3+w^3-d(t^2+w^2)}{6wt}=\frac{t^3+w^3-d^3}{6wt}.$$

Four quadrants turn the prefactor $\tfrac38$ into $\tfrac32$, and

$$\boxed{\Lambda=\frac34\left[t\operatorname{asinh}\frac wt+w\operatorname{asinh}\frac tw+\frac{t^3+w^3-d^3}{3wt}\right]} \tag{8}$$

This holds within the model for any $w$ and $t$. For a square fin of side $a$ it gives $\Lambda=\tfrac34\left[2\operatorname{asinh}1+\tfrac23(1-\sqrt2)\right]a=1.115\,a$.

### The wide fin

Set $\epsilon=t/w\ll1$. Each term of (8) is expanded through relative order $\epsilon^2$:

$$t\operatorname{asinh}\frac1\epsilon=t\ln\frac{1+\sqrt{1+\epsilon^2}}{\epsilon}=t\left[\ln\frac2\epsilon+\frac{\epsilon^2}{4}+\dots\right],$$

$$w\operatorname{asinh}\epsilon=t\left[1-\frac{\epsilon^2}{6}+\dots\right].$$

For the last term, $d^3=w^3(1+\tfrac32\epsilon^2+\tfrac38\epsilon^4+\dots)$, hence

$$\frac{t^3+w^3-d^3}{3wt}=t\left[-\frac12+\frac\epsilon3-\frac{\epsilon^2}{8}+\dots\right].$$

The constants add to $\ln2+1-\tfrac12=\ln2+\tfrac12$. The quadratic coefficients add to $\tfrac14-\tfrac16-\tfrac18=-\tfrac1{24}$. This is (1).

Equation (5) shows where the logarithm arises. For $t/w\ll\phi\ll1$, $g\simeq t/(2\phi)$, so each doubling of the angle adds $\tfrac32\cdot\tfrac t2\ln2=0.520\,t$. At $w/t=1000$, the doublings that start at 0.02, 0.04 and 0.08 rad supply $0.514\,t$, $0.517\,t$ and $0.520\,t$. Below $\phi_c$ the narrow faces limit the flight. That range adds a finite amount, which tends to $\tfrac32\left(\tfrac t2-\tfrac t{12}\right)=\tfrac58t$ for a wide fin.

## Second derivation: a random walk without a gradient

### Diffusion constant

Now let the whole fin be in equilibrium and follow one packet of energy. Its flights between walls have lengths $\ell_i$ and axial displacements $z_i$. A diffuse wall forgets the direction of arrival, so each $z_i$ is positive or negative with equal chance, independently of earlier flights. The lengths of successive flights may be correlated through the positions on the walls, but $\langle z_iz_j\rangle=0$ for $i\neq j$. The mean square displacement therefore grows by $\langle z^2\rangle$ per flight, and a flight lasts $\langle\ell\rangle/v$ on average:

$$D=\frac{v\langle z^2\rangle}{2\langle\ell\rangle}. \tag{9}$$

Long flights do not spoil this. For $Z\gg w$ the chance of $|z|>Z$ falls as $Z^{-3}$, because near the axis the cosine law supplies a weight $\theta^2d\theta$ and $|z|\propto1/\theta$. The second moment is finite. The flight in progress at time $\tau$ is favoured in proportion to its length, but this changes the mean square displacement only by a term of order $\ln\tau$, negligible beside $2D\tau$.

Energy that diffuses with constant $D$ has $\kappa=CD$. With (2),

$$\Lambda=\frac{3D}{v}=\frac{3\langle z^2\rangle}{2\langle\ell\rangle}. \tag{10}$$

### Averages over flights

An isotropic gas strikes every part of the wall at the same rate, and diffuse emission returns the same distribution. Flights therefore start uniformly on the perimeter $P$, with directions weighted by the cosine law. Let $\psi$ be the angle in the cross-section from the wall normal. The cosine between flight and normal is $\sin\theta\cos\psi$, so the weight is

$$db\;\cos\psi\,d\psi\;\sin^2\theta\,d\theta,$$

where $b$ is the position on the perimeter. Its integral is $P\cdot2\cdot\tfrac\pi2=\pi P$.

A flight now spans a full chord. Let $h$ be the chord length in the section, so that the flight length is $h/\sin\theta$ and $z=h\cot\theta$. The combination $db\cos\psi\,d\psi$ equals $dp\,d\phi$, with $p$ the position perpendicular to the chord. For each direction $\int h\,dp=A$. Thus

$$\langle\ell\rangle=\frac1{\pi P}\int_0^\pi\sin\theta\,d\theta\int_0^{2\pi}d\phi\int h\,dp=\frac{2\cdot2\pi A}{\pi P}=\frac{4A}{P},$$

$$\langle z^2\rangle=\frac1{\pi P}\int_0^\pi\cos^2\theta\,d\theta\int_0^{2\pi}d\phi\int h^2dp=\frac1{2P}\int_0^{2\pi}d\phi\int h^2dp.$$

Equation (10) becomes

$$\Lambda=\frac{3}{16A}\int_0^{2\pi}d\phi\int h^2\,dp. \tag{11}$$

### An integral over pairs of points

Equation (11) can be evaluated without the shapes of the chords. Write $h^2/2=\int_0^h(h-r)\,dr$. On a chord of length $h$, the points that still lie in the rectangle after a shift $r$ along the chord occupy a length $h-r$. Summed over parallel chords, this is the overlap area of the rectangle with its shifted copy. For a shift with components $x,y\geq0$ the overlap is $(w-x)(t-y)$. With $dr\,d\phi=dx\,dy/r$ and four equal quadrants,

$$\Lambda=\frac{3}{2wt}\int_0^w\!dx\int_0^t\!dy\,\frac{(w-x)(t-y)}{\sqrt{x^2+y^2}}. \tag{12}$$

Multiplying out the numerator leaves four integrals. For the first, integrate over $y$ and then by parts over $x$:

$$I_0=\int\!\!\int\frac{dx\,dy}{r}=\int_0^w\operatorname{asinh}\frac tx\,dx=w\operatorname{asinh}\frac tw+t\operatorname{asinh}\frac wt.$$

For the second, integrate over $x$ first:

$$I_x=\int\!\!\int\frac{x}{r}\,dx\,dy=\int_0^t\left(\sqrt{w^2+y^2}-y\right)dy=\frac12\left[td+w^2\operatorname{asinh}\frac tw-t^2\right].$$

The third follows by exchange:

$$I_y=\frac12\left[wd+t^2\operatorname{asinh}\frac wt-w^2\right].$$

The fourth is

$$I_{xy}=\int_0^t y\left(\sqrt{w^2+y^2}-y\right)dy=\frac{d^3-w^3-t^3}{3}.$$

The double integral in (12) equals $wtI_0-tI_x-wI_y+I_{xy}$. In this sum:

- the term in $\operatorname{asinh}(t/w)$ has coefficient $w^2t-\tfrac12w^2t=\tfrac12w^2t$;
- the term in $\operatorname{asinh}(w/t)$ likewise has coefficient $\tfrac12wt^2$;
- the terms in $d$ give $-\tfrac12d(t^2+w^2)+\tfrac13d^3=-\tfrac16d^3$;
- the cubes give $(\tfrac12-\tfrac13)(t^3+w^3)=\tfrac16(t^3+w^3)$.

Multiplication by $3/(2wt)$ reproduces (8), and hence (1).

## What each derivation assumes

Both use diffuse walls, isotropic directions, an infinite fin and no internal scattering. They differ in the rest.

The first assumes a small steady gradient and walls that emit at their local temperature. It needs no statistics of successive flights. The second has no gradient. It assumes that energy spreads diffusively at long times, with $\kappa=CD$, and it needs independent axial signs and a finite $\langle z^2\rangle$.

The film limit looks different in the two pictures. In the first, the angular integral loses its cut-off $\phi_c$. In the second, the mean flight $4A/P=2wt/(w+t)$ tends to the harmless value $2t$, while $\langle z^2\rangle=\tfrac23\langle\ell\rangle\Lambda$ grows logarithmically. The mean flight is therefore no substitute for the Casimir path.

Partly mirror-like walls also affect them differently. In (3), $s$ becomes the mean distance back to the last diffuse event. In the random walk, a mirror reflection preserves the sign of $z$, so flights must first be joined into longer ones that end at diffuse events.

## When internal scattering provides the cut-off

Suppose instead that the fin is very wide and phonons have an internal free path $L$ with $t\ll L\ll w$. The narrow faces then hardly matter. Let $\mu$ be the magnitude of the direction cosine to the film normal. Averaging $\cos^2\theta$ around the normal gives $(1-\mu^2)/2$, so (3) becomes

$$\Lambda=3\int_0^1\frac{1-\mu^2}{2}\,m(\mu)\,d\mu,$$

where $m$ is the mean distance back to the last scattering event. For $\mu\gg t/L$ the walls limit it and $m\simeq t/(2\mu)$. For $\mu\lesssim t/L$, $m$ is at most $L$, and this small range contributes only of order $t$. To leading logarithm,

$$\Lambda\simeq\frac{3t}{4}\int_{t/L}^1\frac{d\mu}{\mu}=\frac{3t}{4}\ln\frac Lt.$$

The coefficient is unchanged, and $L$ has replaced $w$. Equation (1) thus requires $L\gg w$ as well as $w\gg t$.

## A fin at 77 K

Let $t=10$ nm, $w=100$ nm, $v=5000$ m/s and $C=0.40$ MJ/(m³ K). The last two are rough values for a semiconductor fin in a chip cooled to 77 K. The terms of (1) are

$$17.27+8.95+0.25=26.47\ \text{nm},$$

and (8) gives 26.465 nm. A numerical ray average of (3) gives 26.47 nm, and the random-walk formula (10) gives 26.46 nm. Angles below $\phi_c=5.71^\circ$ supply 6.24 nm and steeper ones 20.22 nm. The conductivity is

$$\kappa=\tfrac13(0.40\times10^6)(5000)(26.465\times10^{-9})\approx18\ \text{W/(m K)}.$$

Doubling the width at fixed thickness adds 5.08 nm. The logarithm alone would add 5.20 nm, but the term $t^2/(4w)$ falls from 0.25 to 0.125 nm.

The leading term is 65 percent of the exact path here and 79 percent at $w/t=100$. By (1) it reaches 90 percent when $\ln(w/t)\simeq9\times1.193$, or $w/t\approx4.6\times10^4$. The leading logarithm gives the growth with width accurately at much smaller $w/t$ than it gives the path itself: between $w/t=100$ and 1000 the slope of $\Lambda/t$ against $\ln(w/t)$ is already 0.749.

### Effects left out

**Internal scattering.** With a rough internal path of 2000 nm and diffuse walls, the path falls to 25.4 nm, a change of −4.1 percent.

**Mirror reflection.** A simple estimate of the mirror probability is $p=\exp[-(4\pi\eta\cos\alpha/\lambda)^2]$, with $\eta$ the rms roughness and $\alpha$ the angle from the wall normal. For phonons of constant speed, the thermal energy per unit frequency peaks where $hv/\lambda=2.82\,k_BT$, which gives $\lambda\approx1.1$ nm. For $\eta=0.5$ nm, $p$ is negligible at normal incidence but 0.72 at $\cos\alpha=t/w=0.1$. The grazing flights that build the logarithm are thus the ones for which diffuse walls are a poor assumption. With this law, this one wavelength and the same internal scattering, the path is about 61 nm, 2.3 times the ideal value. Weighting all wavelengths by their share of the heat capacity gives about 53 nm if the constant-speed spectrum has no short-wavelength limit. If wavelengths below 0.55 nm, roughly a Debye cut-off, are excluded, it gives about 61 nm, so the spectral average is uncertain by about 8 nm from this choice alone.

Internal scattering is essential to these numbers. Near the axis $1-p\propto\theta^2$, so a phonon makes about $1/\theta^2$ flights, each of length $\propto1/\theta$. Then $\int\theta\,d\theta/\theta^3$ diverges unless $L$ cuts it off at $\theta\propto L^{-1/3}$, which suggests growth as $L^{1/3}$. A tenfold longer $L$ raises the single-wavelength path to 120 nm, a factor of 2.0 against $10^{1/3}=2.15$.

**Ends.** Two ballistic contacts add a resistance of at least $4/(Cv)$ for a unit cross-sectional area, compared with $3\ell_f/(Cv\Lambda)$ for a fin of length $\ell_f$. The ratio $4\Lambda/(3\ell_f)$ is 0.035 for 1000 nm and 0.35 for 100 nm. It is a low estimate, because the ends also cut short the long axial flights: the added resistance is about two thirds of the fin's own for 100 nm, and roughly a tenth for 1000 nm. At 100 nm a conductivity independent of length is no longer a good description.

**Waves.** The ratio $\lambda/t=0.11$ makes particles a fair first picture at the spectral peak, less so for longer waves. The single speed is a rougher assumption: a wavelength of 1.1 nm spans only a few atomic spacings, where the group speed in a real crystal can be well below the speed of sound. As long as energy flows equally in all directions, this affects $\kappa$ and $\lambda$, but not the geometric path (8).

**Crystal direction.** In a real crystal, elastic anisotropy concentrates the energy flow in certain directions, and the path then depends on how the fin is cut. An estimate for silicon from its elastic constants, with diffuse walls and the same cross-section, gives about twice the value of (8) when the axis and the walls lie along the cube axes. It gives nearly the value of (8) when the axis is along [110] and the width along [001]. The estimate applies to long waves and is only a guide at 77 K.

### Beside a real device

Transistor fins can be several nanometres thick and some tens of nanometres high, so the chosen width is large, and an uninterrupted length of 1000 nm is long. Real walls break the assumption of perfect diffuseness, which in the estimate above moves the path from 26 to about 61 nm. That estimate depends on one wavelength, one roughness and one internal path, and it is sensitive to the roughness: with the other values unchanged, the path is about 143 nm for $\eta=0.2$ nm and about 40 nm for $\eta=1$ nm. It shows the direction of the effect within this simple mirror law and is not a design value. The law leaves out oxide interfaces and phonon dispersion, and measured conductivities of thin rough silicon wires can lie at or below the diffuse-wall value. Equation (8) is suited to fins in which phonon energy flows nearly equally in all directions, whose walls scatter diffusely even at grazing incidence, whose internal path far exceeds the width, and whose length far exceeds both $\Lambda$ and the width. In a very wide fin $\Lambda$ is much smaller than $w$, and a length between the two would cut off the logarithm before the width does.

## Numbers as computed

```
thickness t: 10 nm
width w: 100 nm
temperature: 77 K
phonon speed (rough): 5000 m/s
heat capacity (rough): 0.40 MJ/(m3 K)
constant ln2 + 1/2: 1.1931
leading term (3t/4) ln(w/t): 17.27 nm
constant term: 8.95 nm
first correction t^2/(4w): 0.250 nm
sum of these three terms: 26.468 nm
exact Casimir free path: 26.465 nm
same from ray average: 26.47 nm
same from random walk: 26.46 nm
leading term / exact path: 0.653
corner angle arctan(t/w): 5.71 degrees
path from angles below corner angle: 6.24 nm
path from angles above corner angle: 20.22 nm
thermal conductivity C v path/3: 17.64 W/(m K)
path at doubled width: 31.54 nm
gain from doubling width: 5.08 nm
(3t/4) ln2: 5.20 nm
square fin, path / side: 1.1150
w/t = 10: path/t = 2.6465, leading/exact = 0.653
w/t = 100: path/t = 4.3512, leading/exact = 0.794
w/t = 10000: path/t = 7.8026, leading/exact = 0.885
w/t = 1000000: path/t = 11.2565, leading/exact = 0.921
w/t where leading term is 90 percent of exact: 4.6e+04
slope of path/t in ln(w/t), 100 to 1000: 0.7490
path/t per angle doubling from 0.02, 0.04, 0.08 rad at w/t=1000: 0.514, 0.517, 0.520
internal free path (rough): 2000 nm
rms roughness (rough): 0.5 nm
wavelength at thermal spectrum peak: 1.10 nm
wavelength / thickness: 0.110
mirror probability at normal incidence: 8.8e-15
mirror probability at cosine t/w: 0.72
path with internal scattering, diffuse walls: 25.4 nm
change by internal scattering: -4.1 percent
path with internal scattering, rough walls: 61 nm
rough-wall path / ideal diffuse path: 2.3
rough-wall path, internal path ten times longer: 120 nm
fin length (rough): 1000 nm
end resistance / fin resistance, 4 path/(3 length): 0.035
```
